# The magnetic-flux setting in tunnelling through random-sign scatterers

A uniform magnetic field enters a lattice Hamiltonian of localized orbitals as a phase on each hop, the Peierls phase. If the orbitals keep their shape, the field \(B\) meets only the lattice spacing \(d\), the charge \(e\) and \(\hbar\). These form one dimensionless number, the phase around one square cell:

\[
\phi=\frac{eBd^2}{\hbar}=2\pi\,\frac{Bd^2}{h/e}.
\]

The change in the average logarithm of a hopping conductance is therefore a function \(F_t(\phi)\), where \(t\) is the number of lattice steps in the hop. Reversing the field complex-conjugates a Hamiltonian that is real at \(B=0\), so \(F_t(-\phi)=F_t(\phi)\). For scatterers of either sign with equal probability, the shortest paths, which dominate at weak coupling, also give a period, shown below: \(F_t(\phi+\pi)=F_t(\phi)\).

Symmetry leaves open the sign of \(F_t\) and its form near zero flux. An even function suggests a start as \(\phi^2\). For random-sign scatterers \(F_t\) instead starts as \(+|\phi|\), and this decides how the field, the averaging and the energy broadening should be set.

## What the field acts on

A carrier of energy \(E\) tunnels between opposite corners \(s\) and \(f\) of an \(n\times n\) mesh. Neighbours are coupled by \(V\), and level \(i\) has energy \(e_i\) with

\[
E-e_i=\frac{W}{w_i}.
\]

Here \(W\) is an energy scale and \(w_i\) a real number. The \(w_i\) are independent, their signs are equally likely, and \(u=1/|w_i|\) is uniform on \([0.5,1.5]\), so no level is resonant.

Let \(v_s,v_f\) be the columns of couplings from the intermediate levels to the two ends. The Schrödinger equation for the intermediate amplitudes \(\psi_Q\) is

\[
(E-H_{QQ})\psi_Q=v_s\psi_s+v_f\psi_f .
\]

Solving for \(\psi_Q\) and inserting it in the equation for \(\psi_f\) gives the end-to-end coupling

\[
V_{\rm eff}=v_f^\dagger(E-H_{QQ})^{-1}v_s .
\]

Split \(E-H_{QQ}=D-K\), with \(D\) the diagonal of detunings and \(K\) the hops. Then

\[
(D-K)^{-1}=D^{-1}+D^{-1}KD^{-1}+\dots
\]

Each term is a walk. A walk of \(m\) hops crosses \(m-1\) levels and carries \(V^m/W^{m-1}\). The shortest walks have \(m=t=2(n-1)\) and step only in \(+x\) or \(+y\). The next have \(t+2\) hops and are smaller by \((V/W)^2\), times factors from their number and weights. To leading order,

\[
V_{\rm eff}=V\left(\frac VW\right)^{t-1}J,\qquad
J=\sum_P w_P\,e^{i\phi A_P},\qquad w_P=\prod_{i\in P}w_i .
\]

The hop rate is proportional to \(|V_{\rm eff}|^2\). With temperature and end levels held fixed, the prefactor cancels from the change with field:

\[
F_t(\phi)=\langle\ln|J(\phi)|^2\rangle-\langle\ln|J(0)|^2\rangle .
\]

At this order \(F_t\) depends on neither \(V\) nor \(W\).

## Phases and the transfer matrix

For an electron of charge \(-e\) and vector potential \((-By,0)\), an \(x\)-step at height \(y\) (in units of \(d\)) has phase \(\phi y\), and a \(y\)-step has none. Subtracting \(\phi(n-1)/2\) from every \(x\)-step multiplies all paths by one common phase, since each has \(n-1\) such steps. Then

\[
A_P=\sum_{x\text{-steps}}\left(y-\frac{n-1}{2}\right),
\]

which is the signed area, in cells, between the path and the straight chord.

There are \(\binom{t}{t/2}\) paths, 924 for \(t=12\), but they need not be listed. Let \(A(x,y)\) be the sum over partial paths ending at \((x,y)\). Its last step came from the left or from below:

\[
A(x,y)=w(x,y)\left[e^{i\phi(y-\frac{n-1}{2})}A(x-1,y)+A(x,y-1)\right].
\]

Start with \(A(0,0)=1\), set amplitudes outside the mesh to zero, and give the end site \(w=1\). Sweeping one antidiagonal after another is multiplication by a transfer matrix. The final value is \(J\), at a cost proportional to \(n^2\).

The period follows from the same geometry. Any path becomes any other by moving corners, each move replacing a visited site \((x+1,y)\) by \((x,y+1)\). This changes \(A_P\) by one and the sum of the visited \(x\) by one. Adding \(\pi\) to \(\phi\) therefore has the same effect, up to a common phase, as replacing \(w(x,y)\) by \((-1)^xw(x,y)\). With equally likely signs this leaves the ensemble unchanged. The period is half a flux quantum, \(h/2e\), per cell. Together with evenness it gives \(F_t(\pi-\phi)=F_t(\phi)\), so fields beyond \(\phi=\pi/2\) repeat earlier results.

## One loop: why the logarithm rises

For \(t=2\) there are two paths, with weights \(a\) and \(b\), and \(|J|=|a+be^{i\phi}|\). Averaging over their relative sign gives

\[
\begin{aligned}
\tfrac12\ln\left(|a+be^{i\phi}|^2|a-be^{i\phi}|^2\right)
&=\tfrac12\ln|a^2-b^2e^{2i\phi}|^2\\
&=\tfrac12\ln(a^4+b^4-2a^2b^2\cos2\phi)\\
&=\tfrac12\ln\left[(a^2-b^2)^2+4a^2b^2\sin^2\phi\right],
\end{aligned}
\]

where the last line uses \(\cos2\phi=1-2\sin^2\phi\). The flux term is never negative. Flux lowers the constructive case and raises the destructive one, and the logarithm gives more weight to the second. The rise is largest at \(\phi=\pi/2\).

If \(|a|=|b|\), the zero-flux average is minus infinity. Scatterers with \(w=\pm1\) thus have no finite average logarithm in this loop, and a spread of magnitudes is needed. For the spread chosen here the average is finite on any finite mesh. For one scatterer write \(J=\alpha+\beta w\), so that \(\ln|J|=\ln|\beta|+\ln|w+\alpha/\beta|\). Because \(w\) has a bounded density, the negative part of the second logarithm has an average below a fixed constant. The factor \(\beta\) is a path sum with one variable fewer, so the argument repeats until a single nonzero product remains. From above, \(|J|\) is bounded.

## Which average to request

The mean conductance does not show the effect. In

\[
\langle|J|^2\rangle=\sum_{P,P'}e^{i\phi(A_P-A_{P'})}\langle w_Pw_{P'}\rangle ,
\]

a term vanishes if any \(w_i\) appears to an odd power. A directed path has one site on each antidiagonal and is fixed by its sites, so two different paths always leave an unpaired \(w_i\). Only \(P=P'\) survives, where the phase is zero:

\[
\langle|J|^2\rangle=\binom{t}{t/2}\langle w^2\rangle^{t-1},\qquad
\langle w^2\rangle=\int_{0.5}^{1.5}\frac{du}{u^2}=\frac43 .
\]

This is independent of flux. For \(t=12\) its logarithm is \(\ln924+11\ln(4/3)=9.99\). The average of \(\ln|J|^2\) over 40,000 random samples at zero field is 6.72. The mean therefore exceeds the geometric mean by a factor \(e^{3.27}\approx26\).

Higher moments \(\langle|J|^{2m}\rangle\) are sums of phases with nonnegative coefficients, because the surviving averages contain even powers only. Such a sum is largest when all phases are zero, so flux cannot raise these moments. The distribution loses weight in its high moments at a fixed mean. That agrees with a higher average logarithm but does not prove it. At weak flux the sign of the change follows from the zeros of \(J\), under the regularity assumption stated below.

## Weak flux on any finite mesh

Expand the path sum:

\[
J=J_0+i\phi J_1+O(\phi^2),\qquad J_0=\sum_Pw_P,\quad J_1=\sum_Pw_PA_P .
\]

Both sums are real. The second-order term is real too; it shifts the zero of the real part by \(O(\phi^2)\). Assume that the joint density \(p(J_0,J_1)\) is regular near \(J_0=0\) and that the integral below is finite. The shift then contributes less than order \(|\phi|\), and

\[
F_t\simeq\left\langle\ln\left(1+\frac{\phi^2J_1^2}{J_0^2}\right)\right\rangle .
\]

For small \(\phi\) the contribution of order \(|\phi|\) comes from small \(J_0\), where \(p\) may be replaced by its value at \(J_0=0\). The integral needed is \(I(c)=\int_{-\infty}^{\infty}\ln(1+c^2/x^2)\,dx\). For \(c>0\),

\[
\frac{dI}{dc}=\int_{-\infty}^{\infty}\frac{2c}{x^2+c^2}\,dx=2\pi ,
\]

and \(I(0)=0\), so \(I(c)=2\pi|c|\). Hence

\[
F_t(\phi)\simeq S_t|\phi|,\qquad
S_t=2\pi\int|J_1|\,p(0,J_1)\,dJ_1 .
\]

The slope cannot be negative. It is positive if \(J_0\) can pass through zero while \(J_1\ne0\), and one such case exists on every mesh. Set all \(w=1\), except \(w=-1\) at the site just below the final corner. The paths through that site cancel their mirror images, so \(J_0=0\). In \(J_1\) the mirror pairs add, because both \(w_P\) and \(A_P\) change sign. Paths that end with an \(x\)-step at height \(n-1\) have mean area \((n-1)/2\): the last step gives this amount, and the earlier \(x\)-steps average to zero by symmetry. Thus \(J_1\ne0\). The magnitude 1 lies inside the allowed range \([2/3,2]\), so a whole neighbourhood of this case has nonzero probability.

To compute the slope without taking differences, single out one scatterer of density \(\rho(w)\). With \(J_0=\alpha+\beta w\), the zero lies at \(w^*=-\alpha/\beta\), and integrating \(\delta(J_0)\) over \(w\) gives

\[
S_t=2\pi\left\langle\rho(w^*)\frac{|J_1(w^*)|}{|\beta|}\right\rangle .
\]

For one loop, \(\beta=1\), \(w^*=-b\) and \(|J_1|=|b-w^*|/2=|b|\). A uniform \(u=1/|w|\) gives \(\rho(w)=1/(2w^2)\). Therefore \(S_2=\pi\langle1/|b|\rangle=\pi\langle u\rangle=\pi\). Random sampling of the formula gives \(3.85\pm0.01\) per radian for \(t=4\) and \(12.4\pm0.3\) for \(t=12\). The uncertainties here and below are standard errors of the sampling.

## Energy broadening competes with flux

A small broadening \(\eta>0\) replaces \(E\) by \(E+i\eta\), which keeps the resolvent finite at a resonance. To first order in \(\eta\),

\[
\frac{W}{E+i\eta-e_i}\simeq w_i-\frac{i\eta}{W}w_i^2,\qquad
J\simeq J_0+i\left(\phi J_1-\frac{\eta}{W}K_1\right),
\]

with \(K_1=\sum_Pw_P\sum_{i\in P}w_i\). The zeros are now partly filled before any flux is applied. Using \(I(c)\) with and without flux, the rise is \(2\pi\) times the probability density of \(J_0\) at zero, times the average over cases with \(J_0=0\) of \(|\phi J_1-\eta K_1/W|-|\eta K_1/W|\). Reflecting the mesh about its diagonal reverses \(J_1\) and leaves \(J_0\) and \(K_1\) unchanged. Averaging the two signs, with \((|p+q|+|p-q|)/2=\max(|p|,|q|)\), leaves

\[
\max\left(|\phi J_1|,\frac{\eta|K_1|}{W}\right)-\frac{\eta|K_1|}{W}.
\]

This is never negative, but it is smaller than \(|\phi J_1|\). A broadening chosen for numerical comfort therefore lowers the weak-field result. It should be reduced at the smallest field of interest until \(F_t\) stops changing.

## Worked example: a donor layer in silicon

Take rough round values: sheet density \(10^{12}\) cm\(^{-2}\), donor radius \(a=2\) nm and relative permittivity \(\varepsilon_r=11.7\). The spacing is \(d=10\) nm. A 12-step hop spans \(6\sqrt2\,d=84.9\) nm; it is chosen to show interference among many paths, and is longer than the hops that carry a measurable current in such a layer. Let \(W\) be the Coulomb energy at one spacing, \(e^2/(4\pi\varepsilon_0\varepsilon_rd)=12.3\) meV. For \(V\) take the large-distance coupling of a hydrogen-like pair:

\[
V=\frac{Wd}{a}\,\frac{2d}{a}\,e^{-d/a-1}
=61.5\times10\times e^{-6}\ \text{meV}=1.53\ \text{meV}.
\]

Thus \(V/W=0.124\). The field period is \((h/2e)/d^2=20.7\) T, so \(\phi=\pi/20.7=0.152\) at 1 T.

The transfer matrix was run on 40,000 random samples, the same ones at every field. The last column estimates the loss from orbital shrinkage, which the phases omit.

| \(B\) (T) | \(F_{12}\) | shrinkage loss |
|---|---|---|
| 0.1 | 0.168 ± 0.004 | 0.00005 |
| 0.3 | 0.404 ± 0.006 | 0.0004 |
| 1 | 0.71 ± 0.01 | 0.005 |
| 2 | 0.91 ± 0.01 | 0.02 |
| 4 | 1.13 ± 0.01 | 0.07 |
| 8 | 1.37 ± 0.02 | 0.29 |

At 1 T the geometric-mean conductance rises by a factor \(e^{0.706}=2.03\), although 40% of the samples fall. The weak-flux slope is \(12.43\times0.1519=1.89\) per tesla. It predicts 0.19 at 0.1 T, near the sampled 0.17, but 0.57 at 0.3 T, where sampling gives 0.40. The linear law is already failing there.

The shrinkage estimate comes from the diamagnetic energy \(e^2B^2r^2/8m\), which raises the barrier around a donor. Adding it to the binding energy \(\hbar^2/2ma^2\) and dividing by \(\hbar^2/2m\) gives the decay rate

\[
\kappa(r)=\sqrt{\frac1{a^2}+\frac{r^2}{4\ell^4}}\simeq\frac1a+\frac{ar^2}{8\ell^4},\qquad \ell^2=\frac{\hbar}{eB}.
\]

Integrated over one spacing, the extra decay is \(ad^3/(24\ell^4)\). With \(t\) steps and a squared amplitude, the loss in \(\ln G\) is \(tad^3/(12\ell^4)\), proportional to \(B^2\). The table uses the full square root, integrated numerically. This barrier estimate is the leading term for \(d\gg a\). At \(d=5a\) the neglected terms raise the loss by roughly a third, which leaves it small at 1 T. Since \(F_t\) is bounded, shrinkage must win at high enough field.

The rise also depends on hop length. At 1 T, with 8,000 samples for each length, it is 0.49, 0.71, 1.03 and 1.58 for 6, 12, 24 and 48 steps, with errors of 0.01 to 0.03. An eightfold longer hop gives about three times the rise. Four lengths do not establish an asymptotic law.

Random signs are essential. If all \(w_i>0\), the triangle inequality gives \(|J(\phi)|\le\sum_Pw_P=J(0)\), and no sample can rise. With the same magnitudes made positive, the average change at 1 T is \(-0.89\). With 5% negative scatterers it is already \(+0.35\), and with 20% it is \(+0.66\).

## Choosing the settings

- **Average.** Average \(\ln G\), not \(G\). In this model the mean of \(G\) has no flux dependence at leading order.
- **Samples.** Use the same disorder at every field, so that each difference vanishes as \(\phi\to0\). At weak flux 72% of the rise comes from samples with \(|J_0|<|\phi J_1|\), because \(\int_{-c}^{c}\ln(1+c^2/x^2)\,dx=(\pi+2\ln2)c\) out of the full \(2\pi c\). The fraction of such samples is \(S_t|\phi|/\pi\). At 0.1 T this is \(0.189/\pi=0.06\), or about 2,400 of the 40,000. A tenth of the field needs ten times the samples for the same number of such cases.
- **Field range.** Stay below \(\phi=\pi/2\), here 10.3 T. The full return to zero at \(\phi=\pi\) belongs to the regular mesh, since randomly placed donors have no common cell area.
- **Field steps.** When broadening is negligible, do not fit a parabola through zero field. A fixed broadening rounds the cusp at the smallest fields, so measured data need not show it. A finite set of samples does become quadratic once \(|\phi J_1|\ll|J_0|\) in all of them, but that crossover depends on the number of samples.
- **Paths.** The directed sum needs small \(V/W\) and no resonant level. Otherwise solve for the full resolvent.

## How far the example represents a real layer

The spacing and radius describe a dilute, insulating layer, but the 12-step hop is a model case. Define the localization length \(\xi\) by \(2L/\xi=-\langle\ln|(V/W)^tJ|^2\rangle\), with \(L\) the span. For directed paths this gives \(2L/\xi=24\times2.088-6.72=43.4\) and \(\xi=3.9\) nm. The Coulomb-gap estimate \(L=(\xi/4)(T_1/T)^{1/2}\), with \(k_BT_1\approx6.2\,Wd/\xi\), makes such a hop typical near 0.3 K. The coefficient is rough. The same law gives the conductance a factor \(e^{-(T_1/T)^{1/2}}=e^{-4L/\xi}\), here about \(e^{-87}\), far too small to measure. With a factor of \(e^{-20}\) instead, the typical hop is \(L=5\xi\approx20\) nm, about three lattice steps, near 6 K. The length dependence above points to a smaller rise for such short hops. Real donors are not on a mesh, and direct hops across a cell diagonal are not negligible: their coupling is 0.27 meV, against \(V^2/W=0.19\) meV for a two-step route. Solving the full resolvent at 1 T on 2,000 of the samples changes the rise from \(0.68\pm0.04\) for directed paths to \(0.69\pm0.05\) with returning paths and \(0.66\pm0.04\) with hops between all pairs. Valley interference in silicon can change the sign of a coupling; giving all pair couplings random signs, as a crude stand-in, yields \(0.62\pm0.04\). These shifts are at most 9% of the directed value and comparable with the sampling errors. Mass anisotropy makes the radius depend on direction: radii of 1.5 and 2.5 nm would give \(V=0.51\) and 2.65 meV. This cancels from the leading-order rise if \(V\) is uniform, but the larger value weakens the expansion in \(V/W\). Spin is the least controlled omission. At 1 T the Zeeman splitting is 0.12 meV, only 1% of \(W\) but about 4.5 times \(k_BT\) at 0.3 K, so hops involving doubly occupied donors could respond strongly. The calculation also treats one hop, while a measured conductance comes from a network in which the field may redirect the current. The factor of two at 1 T is therefore a result for the 12-step hop of this model, not a prediction for a device.
